\section*{Quadrature error of the regularised Lagrange-Laguerre mesh for Coulomb levels, part 1}

(Sections cited here and not found follow in the second part.)

\section{Scaling and the form of the answer}

In atomic units, with a fixed point nucleus of charge $Z$ and no relativity, the radial function $u(r)$ of angular momentum $l$ obeys
\begin{equation}
\Big[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac{Z}{r}\Big]u=Eu,\qquad u(0)=0 .
\end{equation}
A Laguerre mesh brings in one length $h$, through $r=hx$, and one integer $N$, the number of points. In the variable $x$,
\begin{equation}
H=\frac{1}{2h^2}\Big[-\frac{d^2}{dx^2}+\frac{l(l+1)}{x^2}\Big]-\frac{Z}{hx},
\label{eq:H}
\end{equation}
and $2h^2H$ contains $Z$ and $h$ only as the product $Zh$. Every eigenvalue of any discretisation built from the $N$ points alone therefore has the form $h^{-2}F(Zh,N,l)$. The basis functions decay as $e^{-x/2}$, while the exact state of principal quantum number $n$ decays as $e^{-\kappa x}$ with $\kappa=Zh/n$. The error of that level is thus $h^{-2}$ times a function of $\kappa$, $N$, $n$ and $l$, and $\kappa=\tfrac12$ is a distinguished point. The energy that belongs to the decay of the basis is $-1/(8h^2)$, since $-\frac{1}{2h^2}\frac{d^2}{dx^2}e^{-x/2}=-\frac{1}{8h^2}e^{-x/2}$. The mismatch of the two exponents enters through
\begin{equation}
q=\frac{\kappa-\frac12}{\kappa+\frac12},
\label{eq:q}
\end{equation}
which vanishes at $\kappa=\tfrac12$ and changes sign under $\kappa\to1/(4\kappa)$, because $\big(\frac{1}{4\kappa}-\frac12\big)/\big(\frac1{4\kappa}+\frac12\big)=(1-2\kappa)/(1+2\kappa)=-q$.

Scaling also sorts the terms by difficulty. A Gauss rule integrates polynomials up to a fixed degree. If every basis function carries a factor $x$, then $1/x$ and $1/x^2$ lower the degree of a product of two of them and leave it a polynomial, while the unit operator leaves the degree at its maximum. On the regularised mesh the singular terms are in fact integrated exactly, and the only quadrature error is one matrix of rank one, present in the overlap and in the kinetic energy.

\section{Laguerre polynomials and the Gauss rule}

The generalised Laguerre polynomials are defined by
\begin{equation}
\sum_{n\ge0}L_n^{\alpha}(x)\,t^n=(1-t)^{-\alpha-1}\exp\!\Big(-\frac{xt}{1-t}\Big),\qquad |t|<1,
\label{eq:gen}
\end{equation}
and $L_n\equiv L_n^0$. Expanding the exponential and then $(1-t)^{-\alpha-1-k}$ gives
\begin{equation}
L_n^\alpha(x)=\sum_{k=0}^n\binom{n+\alpha}{n-k}\frac{(-x)^k}{k!},
\label{eq:series}
\end{equation}
so $L_n^\alpha(0)=\binom{n+\alpha}{n}$ and the leading coefficient is $(-1)^n/n!$. Successive coefficients $c_k$ of $x^k$ satisfy $(k+1)(k+\alpha+1)c_{k+1}+(n-k)c_k=0$, which is the $x^k$ coefficient of
\begin{equation}
xy''+(\alpha+1-x)y'+ny=0,\qquad y=L_n^\alpha .
\label{eq:ode}
\end{equation}
Multiplying \eqref{eq:gen} at $t$ and at $t'$ with $x^\alpha e^{-x}$ gives the exponent $-x(1-tt')/[(1-t)(1-t')]$; the integral over $x$ is $\Gamma(\alpha+1)(1-tt')^{-\alpha-1}$, and its expansion yields
\begin{equation}
\int_0^\infty x^\alpha e^{-x}L_n^\alpha L_m^\alpha\,dx=\Gamma(\alpha+1)\binom{n+\alpha}{n}\delta_{nm}.
\label{eq:orth}
\end{equation}
Hence $L_n^\alpha$ is orthogonal to every polynomial of lower degree. Four further identities are needed:
\begin{align}
L_n^{\alpha+1}&=\sum_{k=0}^nL_k^{\alpha}, \label{eq:sum}\\
xL_N'&=N(L_N-L_{N-1}), \label{eq:der}\\
xL_k^1&=(k+1)(L_k-L_{k+1}), \label{eq:xL}\\
\int_0^\infty L_N\,e^{-sx}dx&=\frac{(s-1)^N}{s^{N+1}},\qquad s>0. \label{eq:lap}
\end{align}
The first holds because raising $\alpha$ by one multiplies \eqref{eq:gen} by $1/(1-t)$. The second and third follow by comparing coefficients of $(-x)^j/j!$ in \eqref{eq:series}: $j\binom Nj=N\binom{N-1}{j-1}=N\big[\binom Nj-\binom{N-1}j\big]$, and $-j\binom{k+1}{j}=-(k+1)\binom{k}{j-1}=(k+1)\big[\binom kj-\binom{k+1}j\big]$. The fourth is termwise integration, $\sum_j\binom Nj(-1)^js^{-j-1}=s^{-1}(1-1/s)^N$.

$L_N$ has $N$ simple positive zeros $x_1<\dots<x_N$: if it changed sign at fewer than $N$ points of $(0,\infty)$, the polynomial with simple zeros at those points would have degree below $N$ and a product with $L_N$ of one sign, against orthogonality. Since $L_N(0)=1$, the slope $L_N'(x_j)$ has the sign $(-1)^j$. From $L_N'(0)/L_N(0)=\sum_j1/(0-x_j)$ and $L_N'(0)=-N$,
\begin{equation}
\sum_{j=1}^N\frac1{x_j}=N. \label{eq:sumx}
\end{equation}

Let the weights $w_i$ be those that make $\sum_iw_iP(x_i)=\int_0^\infty Pe^{-x}dx$ for degree $\le N-1$ (the integrals of the interpolation polynomials). A polynomial of degree $\le 2N-1$ can be divided as $P=L_N\sigma+\rho$ with $\sigma$ and $\rho$ of degree $\le N-1$. The term $L_N\sigma$ integrates to zero by orthogonality and vanishes at the nodes, so the rule is exact for $P$. A polynomial of degree $2N$ is $P=\gamma L_N^2+(\text{degree}\le2N-1)$; the rule gives zero for $L_N^2$, whose integral is one, so
\begin{equation}
\int_0^\infty Pe^{-x}dx=\sum_iw_iP(x_i)+\gamma .
\label{eq:2N}
\end{equation}
The weights follow from the polynomial $xL_N'\pi_j$ of degree $2N-1$, with $\pi_j=L_N/(x-x_j)$. The rule gives $w_jx_jL_N'(x_j)^2$, because $\pi_j$ vanishes at the other nodes and $\pi_j(x_j)=L_N'(x_j)$. By \eqref{eq:der} and orthogonality the integral is $-N\int L_{N-1}\pi_je^{-x}dx$, which is $-N$ times the ratio of the leading coefficients of $\pi_j$ and $L_{N-1}$, namely $-N\cdot(-1/N)=1$. With $\lambda_i=w_ie^{x_i}$,
\begin{equation}
\int_0^\infty G\,dx\approx\sum_i\lambda_iG(x_i),\qquad\lambda_i=\frac{e^{x_i}}{x_iL_N'(x_i)^2}.
\label{eq:lam}
\end{equation}

The exact bound states come from the same polynomials. For $y=\rho^{l+1}e^{-\rho/2}w$, differentiation gives
\begin{equation}
y''=\rho^{l+1}e^{-\rho/2}\Big[w''+\Big(\frac{2l+2}{\rho}-1\Big)w'+\Big(\frac{l(l+1)}{\rho^2}-\frac{l+1}\rho+\frac14\Big)w\Big],
\end{equation}
and with $w=L_m^{2l+1}$, whose equation \eqref{eq:ode} replaces the first two terms by $-mw/\rho$,
\begin{equation}
y''=\Big[\frac{l(l+1)}{\rho^2}-\frac{m+l+1}{\rho}+\frac14\Big]y.
\label{eq:whit}
\end{equation}
Setting $n=m+l+1$ and $\rho=2Zr/n=2\kappa x$, and multiplying by $-2Z^2/n^2$, turns this into the radial equation with $E_n=-Z^2/(2n^2)$. The function has $m$ nodes, so it is level number $m+1$ of that $l$.

\section{The regularised mesh}

\subsection{Basis}

The regularised Lagrange-Laguerre functions are
\begin{equation}
f_j(x)=v_j\,\frac{g(x)}{x-x_j},\qquad g=xL_N(x)e^{-x/2},\qquad v_j=\frac{(-1)^j}{\sqrt{x_j}} .
\end{equation}
Each is $xe^{-x/2}$ times a polynomial of degree $N-1$, and the $N$ of them span all such functions, because the $\pi_j$ are independent. At a node $g'(x_i)=x_ie^{-x_i/2}L_N'(x_i)$, so $f_i(x_i)=v_ig'(x_i)=(-1)^ix_i^{1/2}e^{-x_i/2}L_N'(x_i)$. This is positive by the sign of the slope, and its square is $1/\lambda_i$. Thus
\begin{equation}
f_j(x_i)=\lambda_i^{-1/2}\delta_{ij}. \label{eq:lagr}
\end{equation}
With the rule \eqref{eq:lam}, the Gauss value of $\int f_iVf_j\,dx$ is $V(x_i)\delta_{ij}$, the Gauss overlap is $\delta_{ij}$, and the Gauss value of $-\int f_if_j''dx$ is
\begin{equation}
T^G_{ij}=-\lambda_i^{1/2}f_j''(x_i). \label{eq:TGdef}
\end{equation}

\subsection{Kinetic matrix}

Two differentiations give $g'=e^{-x/2}[L_N+xL_N'-xL_N/2]$ and $g''=e^{-x/2}[xL_N''+(2-x)L_N'-L_N+xL_N/4]$. Equation \eqref{eq:ode}, $xL_N''=(x-1)L_N'-NL_N$, reduces the second to $e^{-x/2}[L_N'-(N+1)L_N+xL_N/4]$. Subtracting $g'/x=e^{-x/2}[L_N/x+L_N'-L_N/2]$,
\begin{equation}
g''=\frac{g'}x-Qg,\qquad Q=\frac{2N+1}{2x}+\frac1{x^2}-\frac14 .
\end{equation}
At a node $g=0$, so $g''=g'/x$ there. The derivative of the equation is $g'''=g''/x-g'/x^2-Q'g-Qg'$; at a node the first two terms cancel and the third vanishes, so $g'''=-Qg'$.

For $i\ne j$ let $d=x_i-x_j$. The second derivative of $g/(x-x_j)$ at $x_i$ is $g''/d-2g'/d^2=g'(d-2x_i)/(x_id^2)=-g'(x_i+x_j)/(x_id^2)$. With $\lambda_i^{1/2}=1/[v_ig'(x_i)]$ and $v_j/(v_ix_i)=v_iv_j$ (because $v_i^2=1/x_i$),
\begin{equation}
T^G_{ij}=(-1)^{i-j}\frac{x_i+x_j}{\sqrt{x_ix_j}\,(x_i-x_j)^2}\qquad(i\ne j). \label{eq:Toff}
\end{equation}
For $i=j$, the Taylor series $g/(x-x_i)=g'+\frac12g''(x-x_i)+\frac16g'''(x-x_i)^2+\dots$ has second derivative $g'''/3$, so
\begin{equation}
T^G_{ii}=\frac{Q(x_i)}3=\frac{4+(4N+2)x_i-x_i^2}{12x_i^2}. \label{eq:Tdiag}
\end{equation}

\subsection{Algorithm}

\begin{enumerate}
\item Compute the zeros $x_i$ of $L_N$ and the $\lambda_i$.
\item Form the symmetric matrix
\begin{equation}
H^G_{ij}=\frac1{2h^2}\Big[T^G_{ij}+\frac{l(l+1)}{x_i^2}\delta_{ij}\Big]+V(hx_i)\delta_{ij},\qquad V(r)=-\frac Zr .
\end{equation}
\item Solve the ordinary eigenproblem $H^Gc=Ec$ with $|c|=1$.
\item With $\phi=\sum_jc_jf_j$ and $u(r)=h^{-1/2}\phi(r/h)$, report $u(hx_i)=c_i/\sqrt{h\lambda_i}$ and $\langle1/r\rangle=\sum_ic_i^2/(hx_i)$.
\end{enumerate}
By \eqref{eq:lagr} and \eqref{eq:TGdef}, row $i$ of the eigenproblem is $\lambda_i^{1/2}\,[(H-E)\phi](x_i)=0$. The mesh equations are collocation equations: the differential equation holds at the $N$ nodes. This is true for any local $V$.

\section{The quadrature error of each matrix}

Write $f_j=P_je^{-x/2}$ with $P_j=v_jxL_N/(x-x_j)$, of degree $N$. Since $x/(x-x_j)=1+x_j/(x-x_j)$,
\begin{equation}
P_j=v_jL_N+(\text{degree}\le N-1). \label{eq:top}
\end{equation}
The product $P_iP_j$ has degree $2N$ and contains the factor $x^2$. Therefore $P_iP_j/x$ and $P_iP_j/x^2$ are polynomials of degree $2N-1$ and $2N-2$, the rule is exact for them, and
\begin{equation}
\int_0^\infty\frac{f_if_j}{x}dx=\frac{\delta_{ij}}{x_i},\qquad\int_0^\infty\frac{f_if_j}{x^2}dx=\frac{\delta_{ij}}{x_i^2}. \label{eq:exactV}
\end{equation}
The rule never meets a singular integrand, because the factor $x^2$ has removed the pole before the sum is taken. For the overlap, \eqref{eq:top} gives $\gamma=v_iv_j$ in \eqref{eq:2N}:
\begin{equation}
S=I+vv^T. \label{eq:S}
\end{equation}
For the kinetic term, $-f_j''=e^{-x/2}(-P_j''+P_j'-P_j/4)$. The products $P_iP_j''$ and $P_iP_j'$ have degree $\le2N-1$, so only $-P_iP_j/4$ carries an error:
\begin{equation}
T_{ij}\equiv-\int f_if_j''dx=\int f_i'f_j'dx,\qquad T=T^G-\tfrac14vv^T. \label{eq:T}
\end{equation}
The integration by parts has no boundary term because $f_i(0)=0$. The exact $T$ is symmetric, which explains why the collocation matrix \eqref{eq:TGdef} came out symmetric.

The error is not small as a matrix. By \eqref{eq:sumx} $|v|^2=N$, so $S$ has the eigenvalue $N+1$ along $v$ and the eigenvalue one on all vectors orthogonal to $v$. What matters is the component of the eigenvector along $v$. From \eqref{eq:top} and orthonormality of the $L_k$,
\begin{equation}
v\cdot c=\int_0^\infty\phi\,L_Ne^{-x/2}dx, \label{eq:vc}
\end{equation}
the highest Laguerre coefficient of the approximate wave function, which is small when the basis resolves the state.

\section{Consequences for the spectrum}

Let $H$ also denote the exact matrix of \eqref{eq:H} in the basis $f_j$. The variational (Rayleigh-Ritz) levels $E^{\rm var}$ solve $(H-ES)c=0$. From \eqref{eq:exactV} to \eqref{eq:T}, $H=H^G-vv^T/(8h^2)$, and so
\begin{align}
H-ES&=H^G-EI-\Big(E+\frac1{8h^2}\Big)vv^T, \label{eq:pencil}\\
M\equiv H+\frac{S}{8h^2}&=H^G+\frac{I}{8h^2}. \label{eq:M}
\end{align}

At $E=-1/(8h^2)$ the mesh and variational problems coincide. If $h=n/(2Z)$, then $E_n=-1/(8h^2)$, $\rho=x$, and the exact state is $xe^{-x/2}$ times a polynomial of degree $n-1$. It lies in the basis when $N\ge n$, so $E_n$ is then an exact eigenvalue of $H^G$ for every $l<n$. The program tests this for $n=3$, $l=0,1,2$, $N=3,4,9$, and tests that it fails for $N=2$, $l=0$.

For general $h$ set $\mu=E+1/(8h^2)$. By \eqref{eq:M} the mesh values $\mu_k^G$ come from the quotient $R^I=c^TMc/c^Tc$ and the variational values from $R^S=c^TMc/c^TSc=\theta R^I$, where $0<\theta\le1$ because $c^TSc=|c|^2+(v\cdot c)^2$. The $k$-th value is the minimum over $k$-dimensional subspaces of the maximum of the quotient. If $\mu_k^G<0$, then $R^I<0$ on its optimal subspace, hence $R^S<0$ there and $\mu_k^{\rm var}<0$. If $\mu_k^{\rm var}<0$, then on its optimal subspace $R^I=R^S/\theta\le R^S\le\mu_k^{\rm var}$, hence $\mu_k^G\le\mu_k^{\rm var}$. If $\mu_k^G\ge0$, then on its optimal subspace $R^S\le\mu^G_k$, whether $R^I$ is positive or negative, hence $\mu_k^{\rm var}\le\mu_k^G$, and $\mu^{\rm var}_k\ge0$ by the second case. Zero values are the null space of $M$ in both problems. Therefore the signs agree and
\begin{equation}
|\mu_k^G|\ge|\mu_k^{\rm var}|. \label{eq:order}
\end{equation}
The mesh pushes each variational level away from $-1/(8h^2)$. A level above that energy ($n>2Zh$, $q<0$) is raised further and remains an upper bound to the exact level. A level below it is lowered, and the mesh value can lie under the exact one: the method is not variational. The number of mesh levels below $-1/(8h^2)$ equals the variational number, which cannot exceed the number of exact levels there, since the $k$-th Rayleigh-Ritz value lies above the $k$-th exact one. The Coulomb singularity thus creates no additional deep state. These statements are derived here for the Coulomb potential with the centrifugal term, and they rest on the exact integration of $1/r$ and $1/r^2$.

\section{An exact formula for the energy error}

Let $\phi=Pe^{-x/2}$, $P=xp$, be built from a mesh eigenvector with eigenvalue $E$. Then
\begin{equation}
e^{x/2}(H-E)\phi=\frac1{2h^2}\Big[-P''+P'-\frac P4+\frac{l(l+1)p}{x}\Big]-\frac{Zp}h-EP .
\end{equation}
Multiplied by $x$ this is a polynomial of degree $\le N+1$, and by collocation it vanishes at the $N$ zeros of $L_N$, so it equals $L_N(a+bx)$:
\begin{equation}
(H-E)\phi=e^{-x/2}L_N\Big(\frac ax+b\Big),\quad a=\frac{l(l+1)p(0)}{2h^2},\quad b=-\Big(E+\frac1{8h^2}\Big)v\cdot c. \label{eq:res}
\end{equation}
The value of $a$ comes from $x=0$ with $L_N(0)=1$. The value of $b$ comes from the highest power, where only $-P/(8h^2)-EP$ contributes and $P=(v\cdot c)L_N+\dots$ by \eqref{eq:top}. From the definition of $P_j$, $p(0)=-\sum_jc_jv_j/x_j$.

Multiply \eqref{eq:res} by an exact eigenfunction $\psi$ of energy $E_n$ and integrate. Two integrations by parts move $H$ onto $\psi$; the boundary term $\psi\phi'-\psi'\phi$ vanishes because $\psi(0)=\phi(0)=0$. The result is
\begin{equation}
(E_n-E)\langle\psi|\phi\rangle=aB_N+bA_N,\quad A_N=\int\psi L_Ne^{-x/2}dx,\quad B_N=\int\frac\psi xL_Ne^{-x/2}dx. \label{eq:ident}
\end{equation}
The function $\psi$ is a sum of terms $x^me^{-\kappa x}$ with $l+1\le m\le n$, so $A_N$ and $B_N$ are sums of derivatives $(-d/ds)^m$ and $(-d/ds)^{m-1}$ of \eqref{eq:lap} at $s=\kappa+\frac12$, where $(s-1)/s=q$. The logarithmic derivative of \eqref{eq:lap} is $N/[s(s-1)]-1/s$, so for $\kappa\neq\frac12$ each derivative costs at most a factor of order $N$: $A_N=O(N^n|q|^N)$ and $B_N=O(N^{n-1}|q|^N)$. The cofactors are bounded by powers of $N$ through the Schwarz inequality, $|v\cdot c|\le N^{1/2}$ and $p(0)^2\le\sum_jx_j^{-3}\le N^3$. For a mesh state whose overlap with $\psi$ stays away from zero, the error is therefore bounded by a power of $N$ times $|q|^N$, for every $l$. This is a bound and not the rate. The cofactors are themselves small, as the next section proves for the 1s state.

\section{The s states: two closures of one recurrence}

For $l=0$ take the basis $S_k=xL_k^1e^{-x/2}$, $k=0,\dots,N-1$, of the same space. Equation \eqref{eq:whit} with $l=0$ reads $-S_k''=[(k+1)/x-\frac14]S_k$. Put $\phi=\sum_kD_kS_k/(k+1)$, $\nu=2Zh$, $\epsilon=-2h^2E-\frac14=-2h^2\mu$ and $a_k=1-\nu/(k+1)$. Then
\begin{equation}
2h^2e^{x/2}(H-E)\phi=\sum_{k=0}^{N-1}D_k\Big[a_kL_k^1+\epsilon\,\frac{xL_k^1}{k+1}\Big]=\sum_{m=0}^NC_mL_m ,
\end{equation}
and \eqref{eq:sum} and \eqref{eq:xL} give, with $D_{-1}=0$,
\begin{equation}
C_m=\sum_{k=m}^{N-1}a_kD_k+\epsilon(D_m-D_{m-1})\quad(m<N),\qquad C_N=-\epsilon D_{N-1}.
\end{equation}
Also $P=\sum_kD_k(L_k-L_{k+1})$, so $v\cdot c=-D_{N-1}$. For $k\le N-2$ the condition $C_k-C_{k+1}=0$ is
\begin{equation}
a_kD_k+\epsilon\,(2D_k-D_{k-1}-D_{k+1})=0. \label{eq:rec}
\end{equation}
The mesh residual \eqref{eq:res} is proportional to $L_N$, so $C_m=0$ for $m<N$. That is \eqref{eq:rec} for $k\le N-2$ together with $C_{N-1}=a_{N-1}D_{N-1}+\epsilon(D_{N-1}-D_{N-2})=0$, which is \eqref{eq:rec} at $k=N-1$ with $D_N=D_{N-1}$. The variational residual is orthogonal to each $S_j$; by \eqref{eq:xL} the overlap is $(j+1)(C_j-C_{j+1})$, so all $C_m$ are equal, and the last condition $C_{N-1}-C_N=0$ is \eqref{eq:rec} at $k=N-1$ with $D_N=0$. The two methods are the same three-term recurrence cut off at the same place with different end conditions.

In matrix form $AD=-\epsilon KD$ with $A=\mathrm{diag}(a_k)$ and $D^TKD=\sum_{k<N}(D_k-D_{k-1})^2$ for the mesh, plus $D_{N-1}^2$ for the variational closure. $K$ is positive definite, so by the subspace argument used for \eqref{eq:order} the number of levels with $\epsilon>0$ is the number of negative $a_k$, that is of integers $k+1\le N$ below $2Zh$. For $N\ge2Zh$ this is the exact number of s levels below $-1/(8h^2)$.

For Coulomb and centrifugal terms, the quadrature error has been shown to be a rank-one matrix in the overlap and kinetic energy, no mesh level lies closer to $-1/(8h^2)$ than its variational counterpart, and for s states the two methods are one recurrence with different end conditions. There remain the 1s error at large $N$, a comparison with other meshes and potentials, a worked hydrogen example and the choice of $h$ and $N$.
